# Conduction threshold of aligned spheroidal grains in symmetric Bruggeman theory, part 2

A mixture of conducting and insulating grains, all spheroids with semi-axes $a,a,c$ and symmetry axes along $z$, is treated in the effective-medium approximation. The question is at what conducting fraction $f$ it begins to conduct along each axis $i=x,y,z$. Compressing the sample along $z$ by $r=c/a$ turns the grains into spheres. If their arrangement is then isotropic and the same for every $r$, the threshold is common to all axes and independent of $r$.

Phase $p=1,2$ has conductivity $\sigma_p$ and fraction $f_p$, with $f_1=f$, $f_2=1-f$ and $t=\sigma_2/\sigma_1<1$. The effective conductivities are $\sigma_i=\sigma_1s_i$, with $s_x=s_y$. In the coordinates $x_k/\sqrt{s_k}$ a grain has semi-axes $A_k=a_k/\sqrt{s_k}$, where $a_x=a_y=a$ and $a_z=c$, and aspect ratio

$$q=\frac{A_z}{A_x}=r\sqrt{\frac{s_x}{s_z}} .\tag{1}$$

Its depolarization factors $L_i^*$ sum to one. $L_z^*$ falls steadily with $q$, from 1 for a flat disc through $1/3$ at $q=1$, where its slope is $-4/15$, to 0 for a needle. Equal mean and distant fields require

$$\sum_pf_p\frac{\sigma_p-\sigma_i}{\sigma_i+L_i^*(\sigma_p-\sigma_i)}=0 .\tag{4}$$

With conductivities divided by $\sigma_1$, the axis label omitted and $L$ the factor in use, this becomes

$$(1-L)s^2-\left[(f-L)+t(1-f-L)\right]s-Lt=0 .\tag{5}$$

If $L$ is held fixed while $t\to0$, the positive root tends to

$$s=\frac{f-L}{1-L}\quad(f>L),\qquad s=0\quad(f\le L).\tag{6}$$

The "frozen" theory or rule replaces $L_i^*$ by the geometric factor $L_i$, its value at $q=r$, and so puts a separate threshold at $f=L_i$ on each axis. For $r=3$, $L_z=0.1087$ and $L_x=0.4456$. In an anisotropic medium the frozen factors make the normal current jump at the grain surface; the scaled factors $L_i^*$ keep it continuous.

## Second half: the common threshold and a silicon film

The symbols carried over are these. The grains have aspect ratio $r=c/a$, the conducting ones fill the fraction $f$, and $t=\sigma_2/\sigma_1$ is the ratio of the grain conductivities. The effective conductivities are $\sigma_1s_x$ across the symmetry axis and $\sigma_1s_z$ along it. A grain in this medium behaves as a spheroid of aspect ratio $q=r\sqrt{s_x/s_z}$, whose depolarization factors satisfy $2L_x^*+L_z^*=1$, with $L_z^*$ decreasing in $q$ and equal to $1/3$ at $q=1$. Each $s_i$ is the positive root of equation (5) with $L=L_i^*$. Geometric factors, at $q=r$, carry no star.

The equations for the two axes are coupled through $q$, so it must be shown that they have a solution. Let $F(s,L)$ be the left side of equation (4) in units of $\sigma_1$, with grain conductivities $g_1=1$, $g_2=t$ and denominators $D_p=s+L(g_p-s)$, which are positive. Then

$$\frac{\partial F}{\partial L}=-\sum_pf_p\frac{(g_p-s)^2}{D_p^2}<0,\qquad
\frac{\partial F}{\partial s}=-\sum_pf_p\frac{g_p}{D_p^2}<0 .$$

In the second derivative the numerator is $-D_p-(g_p-s)(1-L)$, which reduces to $-g_p$. Along the solution $F=0$, therefore, $ds/dL=-(\partial F/\partial L)/(\partial F/\partial s)<0$: a larger depolarization factor means a smaller conductivity.

Now regard $q$ as a free variable, compute $L_x^*(q)$ and $L_z^*(q)$, and from them $s_x$ and $s_z$. As $q$ grows, $L_z^*$ falls and $L_x^*$ rises, so $s_z$ rises and $s_x$ falls. The product $q^2s_z/s_x$ increases steadily, and equation (1) demands that it equal $r^2$. At $q=1$ the product is 1. At $q=r$ it is $r^2s_z/s_x$, which is larger than $r^2$ for long grains ($r>1$, where $L_z<L_x$) and smaller than $r^2$ for flat ones ($r<1$). In both cases the required value $r^2$ lies between the values at $q=1$ and $q=r$. For $t>0$ and $0<f<1$ there is thus one solution, and its $q$ lies between 1 and $r$.

This has a direct consequence. Since

$$\frac{s_z}{s_x}=\frac{r^2}{q^2},\tag{7}$$

the ratio of the two conductivities lies between 1 and $r^2$, whatever the values of $f$ and $t$. For finite $r$, one component cannot vanish as $t\to0$ while the other stays finite. The axes must share their threshold.

Its position follows from a sum over the axes. Divide equation (5) by $s_i$ and rearrange:

$$(1-L_i^*)s_i=f-L_i^*+t(1-f-L_i^*)+\frac{L_i^*t}{s_i}.$$

Adding the three axes and using $\sum_iL_i^*=1$ gives

$$\sum_i(1-L_i^*)s_i=3f-1+t(2-3f)+t\sum_i\frac{L_i^*}{s_i}.\tag{8}$$

Let $t\to0$. If $f>1/3$, the right side stays at or above a value that tends to $3f-1>0$, because its last term is positive. At least one $s_i$ then remains finite, and by (7) so do all of them. If $f\le1/3$, suppose that some $s_i$ remained finite. All would, the last term would vanish, and a positive left side would equal $3f-1\le0$, which is impossible. The mixture therefore conducts along every axis for $f>1/3$ and along none for $f\le1/3$:

$$f_c=\frac13\quad\text{for all axes and all finite }r .$$

The number $1/3$ is one over the dimension of space. It enters through the sum of the depolarization factors, which shape and anisotropy redistribute among the axes but do not change.

In a numerical test the coupled equations were solved with $t=10^{-14}$, and the fraction at which each component reached $10^{-5}$ was recorded for $r=0.3$, 3 and 10. The six values lie between 0.3333 and 0.3336. The largest belongs to the in-plane component at $r=10$, which rises slowly above the threshold, as the next result shows.

Just above threshold put $f=1/3+\delta$ with $t=0$. Equation (6) with $L=L_i^*$ gives $L_i^*=f-(1-L_i^*)s_i$. As $s_i\to0$, all factors approach $1/3$, so $q\to1$ and $s_z/s_x\to r^2$. Equation (8) becomes $\tfrac23(2+r^2)s_x=3\delta$ to leading order, and

$$s_x\simeq\frac{9\,\delta}{2(2+r^2)},\qquad s_z\simeq r^2s_x .\tag{9}$$

For $r=10$, $s_x=10^{-5}$ requires $\delta=2.3\times10^{-4}$, which accounts for the value 0.3336. In the compressed coordinates of the opening argument, $s_z/s_x=r^2$ means an isotropic effective medium, because compressing $z$ by $r$ divides the ratio of the conductivities by $r^2$. Near threshold, then, this theory assigns the compressed mixture the isotropy of its geometry, although the compressed grains themselves conduct anisotropically.

The region where the ratio is close to $r^2$ is narrow. From (9), $L_z^*\simeq\tfrac13+\delta-\tfrac23s_z=\tfrac13-2\delta(r^2-1)/(r^2+2)$. Near $q=1$ the slope $-4/15$ gives $L_z^*\simeq\tfrac13-\tfrac4{15}(q-1)$. Equating the two yields

$$q-1\simeq\frac{15}{2}\,\frac{r^2-1}{r^2+2}\,\delta .$$

For $r=3$ the coefficient of $\delta$ is 5.45. At $f=0.34$ this predicts $q=1.036$, and the full solution has 1.0366. The ratio $s_z/s_x$ is then 8.4 instead of 9. At $f=0.36$ it has fallen to 6.8, and at $f=0.60$ to 1.7.

At the other end, $f\to1$, the medium approaches the isotropic conductor and $q\to r$. Equation (6) can be written $s_i=1-(1-f)/(1-L_i^*)$, and replacing $L_i^*$ by $L_i$ changes it in second order in $1-f$. Here the frozen theory is correct to first order. At $f=0.80$ and $r=3$ it gives $s_x=0.639$ and $s_z=0.776$, against 0.643 and 0.772 from the consistent equations. The two versions part as the insulating fraction grows, and they disagree qualitatively between the thresholds of the frozen theory.

For $t=0$ and $f>1/3$ the solution can also be written without iteration. Put $\rho=r^2/q^2$ and $A=(1-L_x^*)/(1-L_z^*)$. Inserting (6) into $s_z=\rho s_x$ gives $A(f-L_z^*)=\rho(f-L_x^*)$, hence

$$f=\frac{AL_z^*-\rho L_x^*}{A-\rho}.\tag{10}$$

For $r>1$ one has $A<1<\rho$ when $1<q<r$, and for $r<1$ the inequalities are reversed, so the denominator does not vanish. Choosing $q$ between 1 and $r$ gives $f$, and (6) then gives both conductivities.

The limits of very long grains and of a perfectly insulating second phase cannot be interchanged. If $r\to\infty$ at fixed $t>0$, the grains become continuous rods with $L_z^*\to0$, and equation (5) gives $s_z=f+(1-f)t$, conduction in parallel at any $f$. With finite $r>1$ and $f$ well below $1/3$, equation (5) gives $s_x\simeq L_x^*t/(L_x^*-f)$, and by (7) $s_z$ can be larger by a factor of up to $r^2$. A clear threshold along $z$ therefore requires $r^2t\ll1$. At $f=1/3$ itself the last term of (8) balances the left side, and with $s_z\simeq r^2s_x$ one finds $s_x^2\simeq t(2+r^{-2})/[2(2+r^2)]$, so a finite $t$ rounds the threshold. Dividing this $s_x$ by the slope in (9) gives a width in $f$ of $\tfrac29\sqrt{t(2+r^2)(2+r^{-2})/2}$. This is of order $\sqrt t$ for moderate $r$, but it grows as $r\sqrt t$ for long grains and as $\sqrt t/r$ for flat ones. A sharp threshold thus needs $r^2t\ll1$ for long grains and $t\ll r^2$ for flat ones.

When the second phase insulates, the frozen rule predicts at which fractions connected paths exist along each axis, and this prediction can be tested without Bruggeman's approximation. In a cube of $140^3$ cells, each cell was made a centre with probability $6.35\times10^{-4}$. Aligned spheroids with $r=3$ were grown around all centres together, overlapping freely, until they filled a chosen fraction. At a fraction of 0.17 the frozen rule predicts conduction along $z$, since $0.17>0.109$, but no connected path along $z$ existed in either of two samples. At 0.40 it predicts none across the axis, since $0.40<0.446$, but both samples had such a path. These finite samples contradict the frozen rule. They do not establish the value $1/3$, which belongs to the effective-medium approximation. The true threshold depends on how the grains are arranged.

As an example, consider a doped mixed-phase silicon film, in which upright nanocrystalline grains lie in amorphous silicon. Rough typical values are grains 20 nm wide and 60 nm high, $\sigma_1=40$ S/cm and $\sigma_2=0.01$ S/cm. The film is 1200 nm thick and $f=0.42$. Then $r=3$ and $r^2t=0.002$, so the insulating limit is a fair start. The solution for $t\to0$ has $q=1.492$, $L_x^*=0.3829$ and $L_z^*=0.2341$. Equation (10), with $A=0.6171/0.7659=0.806$ and $\rho=9/1.492^2=4.04$, returns $f=0.42$. The conductivities are

$$\sigma_x=40\times\frac{0.42-0.3829}{1-0.3829}=2.4\ \text{S/cm},\qquad
\sigma_z=40\times\frac{0.42-0.2341}{1-0.2341}=9.7\ \text{S/cm}.$$

The sheet resistance is $1/(2.40\ \text{S/cm}\times1.2\times10^{-4}\ \text{cm})=3.5\ \text{k}\Omega$ per square. The resistance of unit area through the film is $1.2\times10^{-4}/9.71=1.2\times10^{-5}\ \Omega\,\text{cm}^2$. The frozen rule would call the film insulating in its plane, because $0.42<0.446$, and would give 14 S/cm along $z$.

The largest computed correction comes from replacing the effective medium by a random network. Six samples of $20^3$ box-shaped grains, 20 nm by 20 nm by 60 nm, were filled at random with probability 0.42 and joined through shared faces. They gave $0.66\pm0.07$ S/cm in the plane and $2.7\pm0.2$ S/cm along $z$ (standard errors), lower than the theory by a factor of about 3.6 in both directions. The network also has a different grain shape, ignores contacts at edges and represents each grain by a single node, which overstates the resistance where the current turns inside a grain. Resolving the current inside each box raises both values by about half or somewhat more, which brings the factor down to roughly 2.4. Only part of this factor is therefore the error of the approximation. Conduction in the plane survives, but its magnitude this close to threshold is uncertain by a factor of several.

The other computed changes are smaller, each taken alone with the rest held fixed. The amorphous phase raises $\sigma_x$ to 2.46 S/cm at 300 K. If its conductivity is activated with 0.2 eV, it triples by 350 K and $\sigma_x$ becomes 2.57 S/cm. With $5\times10^{19}$ electrons per cm³ and $10^{12}$ interface traps per cm², the trapped charge equals the electrons of a layer 0.20 nm thick. This is less than the screening length of about 0.7 nm, so the bands bend by only about 10 meV and no shell is actually emptied; the layer is merely a measure of the lost carriers. Counted only as lost volume, with the contacts between conducting grains left intact, it lowers $f$ to 0.401 and $\sigma_x$ to 1.7 S/cm. At a higher trap density or a lower doping, a poorly conducting shell across those contacts would lie in series with the grains and could reduce the conductivity much more. Tunnelling acts the other way: for a 0.2 eV barrier and the free electron mass the current decays over 0.22 nm, and grains enlarged by that length would have $f=0.442$ and $\sigma_x=3.3$ S/cm if all of the added volume were new. Part of it overlaps neighbouring crystalline grains; for random boxes only the share $1-f$ of the surface faces the amorphous phase, which gives about $f=0.432$ and 2.9 S/cm. A lighter tunnelling mass lengthens the decay, to 0.40 nm for 0.3 of the free mass. Changes of 0.02 in $f$ matter this much because the film lies only 0.09 above threshold.

Real films depart from the model in further ways. The theory treats both phases as grains of one shape with no preferred stacking, whereas in a grown film the amorphous phase is a matrix and crystalline grains may stack above one another. Such stacking can raise the conductivity along $z$ considerably. The thickness chosen here is far above that of doped contact layers, which are typically some tens of nanometres thick. In such a layer one grain can reach from face to face, and a threshold along $z$ loses its meaning. A film with many more grains across its width than through its thickness is also crossed more easily than a block with equal numbers of grains along each edge: the median fraction at which a first axial path appeared among random boxes was 0.273 for 20 layers of $100\times100$ boxes, against 0.315 for $60\times60\times60$ boxes. For a given number of layers this fraction falls further as the film is made wider, because one path anywhere in the film is enough. The electrons are moderately degenerate, with an estimated zero-temperature Fermi energy of 47 meV against a thermal energy of 26 meV at 300 K. For a mobility of 100 cm²/Vs inside a crystal the mean free path would be 4 nm, a fifth of the grain width, so a local conductivity is a rough description. At the assumed density, 40 S/cm corresponds to a mobility of only 5 cm²/Vs, so $\sigma_1$ has to be read as including the resistance of grain boundaries. If these dominate and are alike on all faces, a current along $z$ meets them a third as often, and the grain conductivity along $z$ is up to three times that in the plane. This changes the conductivities but not the connectivity of the grains. The main computed values are in the numerical output below.

## Computed values

```
TESTS OF THE THEORY
surface current jump, scaled factor: 6.0e-11 (relative)
surface current jump, frozen factor: 0.320 (relative)
threshold, c/a = 0.3: in-plane 0.3333, axial 0.3334
threshold, c/a = 3: in-plane 0.3334, axial 0.3333
threshold, c/a = 10: in-plane 0.3336, axial 0.3333
geometric factors, c/a = 3: L_x 0.4456, L_z 0.1087
overlapping spheroids, f = 0.17: axial spanning 0 of 2
overlapping spheroids, f = 0.4: in-plane spanning 2 of 2
SELF-CONSISTENT CURVE, c/a = 3, insulating phase at zero
f = 0.34: s_x 0.0029, s_z 0.0240, s_z/s_x 8.375, q 1.0366
f = 0.36: s_x 0.0131, s_z 0.0896, s_z/s_x 6.814, q 1.1492
f = 0.42: s_x 0.0601, s_z 0.2427, s_z/s_x 4.041, q 1.4924
f = 0.60: s_x 0.3046, s_z 0.5292, s_z/s_x 1.737, q 2.2762
f = 0.80: s_x 0.6433, s_z 0.7724, s_z/s_x 1.201, q 2.7379
EXAMPLE: MIXED-PHASE SILICON FILM
grain width 20 nm, height 60 nm, film 1200 nm
f = 0.42, sigma1 = 40 S/cm, sigma2 = 0.01 S/cm
scaled factors: L_x* 0.3829, L_z* 0.2341
in-plane conductivity: 2.402 S/cm
axial conductivity: 9.708 S/cm
frozen rule: in-plane 0 (f < L_x), axial 13.970 S/cm
sheet resistance: 3469 ohm per square
vertical specific resistance: 1.24e-05 ohm cm2
NEGLECTED EFFECTS
with sigma2, 300 K: 2.458 in-plane, 9.789 axial S/cm
sigma2 activation energy 0.2 eV, growth to 350 K: 3.02 times
with sigma2, 350 K: 2.565 in-plane, 9.941 axial S/cm
box network in-plane: 0.66 S/cm, standard error 0.07
box network axial: 2.72 S/cm, standard error 0.15
box-grain axial threshold: 20 layers 0.273, 60 layers 0.315
carriers 5e+19 cm-3, interface traps 1e+12 cm-2
depleted shell 0.20 nm: f becomes 0.401
in-plane conductivity with depleted shell: 1.693 S/cm
tunnel barrier 0.2 eV, current decay length 0.218 nm
grains grown by that length: f 0.442, in-plane 3.308 S/cm
Fermi energy 47 meV, thermal energy at 300 K 25.9 meV
mean free path at 100 cm2/Vs: 4.1 nm
```
